# Equivalent isothermal time of a 1050 °C spike anneal

## What fixes the form of the answer

A spike anneal heats a wafer to a peak temperature \(T_p\) and cools it again without a hold. Its equivalent isothermal time \(t_{\rm eq}\) is the time at \(T_p\) that would produce the same diffusion. Let the diffusivity be

\[
D(T)=D_0\,e^{-E/kT},
\]

with activation energy \(E\), and let the temperature rise at the constant rate \(r_h\) and fall at the constant rate \(r_c\), both counted positive. Temperatures in formulas are in kelvin.

Each ramp contributes its own time. Since \(dt=dT/r\) on a ramp, that time is \(1/r\) multiplied by a temperature. If the ramp is long enough for its cold end not to matter, the only temperatures available are \(T_p\) and \(E/k\). The prefactor \(D_0\) cannot enter, because the diffusion is compared with diffusion of the same species at \(T_p\). Hence

\[
t_{\rm eq}=T_p\,g(x)\left(\frac1{r_h}+\frac1{r_c}\right),\qquad x=\frac{E}{kT_p},
\]

where \(g\) is a pure number.

For large \(x\), diffusion is appreciable only near the peak. The relative change of \(D\) per kelvin is

\[
\frac{d\ln D}{dT}=\frac{E}{kT^2},
\]

so cooling from the peak by

\[
\theta=\frac{kT_p^2}{E}=\frac{T_p}{x}
\]

reduces \(D\) by about a factor \(e\). A ramp spends the time \(\theta/r\) crossing this interval. The estimate is therefore \(g\approx1/x\), or

\[
t_{\rm eq}\approx\theta\left(\frac1{r_h}+\frac1{r_c}\right).
\]

For a peak of 1050 °C, \(T_p=1323.15\) K and \(kT_p=0.11402\) eV. With \(E=3.5\) eV,

\[
x=\frac{3.5}{0.11402}=30.70,\qquad
\theta=\frac{1323.15\ \mathrm K}{30.70}=43.1\ \mathrm K .
\]

The rates 250 and 100 K/s give

\[
t_{\rm eq}\approx43.1\ \mathrm K\times(0.004+0.010)\ \mathrm{s/K}=0.603\ \mathrm s .
\]

## Why one time can replace the whole spike

Consider a concentration \(c(z,t)\) that obeys

\[
\frac{\partial c}{\partial t}=D(T(t))\,\frac{\partial^2c}{\partial z^2}.
\]

Here \(D\) depends on time through temperature, but not on concentration or on the earlier history of the layer. Define a new time \(\tau\) by

\[
d\tau=\frac{D(T(t))}{D(T_p)}\,dt .
\]

The chain rule gives \(\partial c/\partial t=(d\tau/dt)\,\partial c/\partial\tau\). Inserting this and dividing by \(D(T)/D(T_p)\) leaves

\[
\frac{\partial c}{\partial\tau}=D(T_p)\frac{\partial^2c}{\partial z^2}.
\]

This is the isothermal equation at the peak temperature. The final profile depends on the thermal cycle only through the total \(\tau\):

\[
t_{\rm eq}=\int\frac{D(T(t))}{D(T_p)}\,dt
=\int\exp\left[-\frac Ek\left(\frac1{T(t)}-\frac1{T_p}\right)\right]dt .
\]

The same argument covers interdiffusion with a composition-dependent diffusivity if it factorizes as \(D(c,T)=G(c)\,d(T)\). The factor \(d(T)\) can be taken out of the spatial derivatives and absorbed in \(\tau\). If the activation energy itself varies with composition, this factorization fails, and one time no longer serves the whole interface.

## The full ramp integral

On either ramp the contribution, with the cold end extended to \(T=0\), is

\[
t_r=\frac1r\int_0^{T_p}
\exp\left[-\frac Ek\left(\frac1T-\frac1{T_p}\right)\right]dT .
\]

On cooling, \(dT\) is negative, but reversing the limits restores the same positive integral. Put \(s=T_p/T\). Then \(dT=-T_p\,ds/s^2\), the limits \(0\) and \(T_p\) become \(\infty\) and \(1\), and the exponent becomes \(-x(s-1)\). Thus

\[
t_r=\frac{T_p}{r}\,e^x\int_1^\infty\frac{e^{-xs}}{s^2}\,ds
=\frac{T_p}{r}\,e^xE_2(x),
\]

where the last integral defines the exponential integral \(E_2\). Adding the ramps gives

\[
t_{\rm eq}=T_p\,e^xE_2(x)\left(\frac1{r_h}+\frac1{r_c}\right).
\]

To see how this approaches the estimate, set \(s=1+u\) and define

\[
J_n=\int_0^\infty\frac{e^{-xu}}{(1+u)^n}\,du,
\qquad e^xE_2(x)=J_2 .
\]

Integration by parts, with \(e^{-xu}\) as the factor integrated, gives

\[
J_n=\frac1x-\frac nx J_{n+1}.
\]

The first term is the boundary value at \(u=0\); the second contains the derivative of \((1+u)^{-n}\). Two applications yield

\[
J_2=\frac1x-\frac2xJ_3
=\frac1x-\frac2{x^2}+\frac6{x^2}J_4 .
\]

Since \((1+u)^{-4}\) lies between zero and one, \(0<J_4<1/x\). Multiplication by \(x\) gives

\[
1-\frac2x<x e^xE_2(x)<1-\frac2x+\frac6{x^2}.
\]

The negative correction has a direct origin. If \(\Delta=T_p-T\), then

\[
\frac1T-\frac1{T_p}=\frac{\Delta}{T_p(T_p-\Delta)}
>\frac{\Delta}{T_p^2}.
\]

The diffusivity falls faster below the peak than the simple exponential \(e^{-\Delta/\theta}\), so the first estimate is too long.

In the opposite limit, \(x\to0\), \(E_2(x)\to1\) and \(t_r\to T_p/r\). Diffusion without an activation barrier counts every part of the ramp equally. The short equivalent time of a spike thus comes from \(x\gg1\).

## Comparison for the stated anneal

Here \(2/x=0.0652\) and \(6/x^2=0.0064\). The results are:

| Evaluation | \(t_{\rm eq}\) (s) |
|---|---:|
| First estimate | 0.603 |
| Lower bound, factor \(1-2/x\) | 0.564 |
| Upper bound, with \(6/x^2\) added | 0.568 |
| Full ramp integral | 0.568 |

The first estimate is 6.3 % longer than the full integral. For the stated linear ramps,

\[
t_{\rm eq}\approx0.57\ \mathrm s .
\]

Direct integration over time, with both ramps ending at 600 °C instead of absolute zero, agrees with the closed form to the five decimal places printed. Even a preceding 10 s hold at 600 °C would add just \(1.3\times10^{-6}\) s.

Heating contributes 0.162 s and cooling 0.405 s. Their ratio is \(r_c/r_h\), because both ramps contain the same temperature integral. At fixed peak temperature and cooling rate, even infinitely fast heating would leave the 0.405 s from cooling.

Of the total, 72 % is gathered within 50 K of the peak and 93 % within 100 K. The clock time within 50 K is \(50(1/250+1/100)=0.70\) s. It exceeds \(t_{\rm eq}\), although it omits the colder parts of the ramps, because it gives every moment in the interval full weight.

## What the time means for a buried step

As an example, take a sharp boron step grown into silicon without implant damage. The boron concentration is \(10^{18}\ \mathrm{cm^{-3}}\) on one side and zero on the other. A rough diffusivity at 1050 °C is \(D_p=5\times10^{-14}\ \mathrm{cm^2/s}\), or \(5\ \mathrm{nm^2/s}\). This value sets the broadening but does not enter \(t_{\rm eq}\).

Let \(c\) be the concentration divided by its value on the doped side. An infinite sharp step contains no length of its own, so the solution depends on \(\eta=z/(2\sqrt{D_p\tau})\). With \(c=F(\eta)\),

\[
\frac{\partial c}{\partial\tau}=-\frac{\eta}{2\tau}F',\qquad
D_p\frac{\partial^2c}{\partial z^2}=\frac1{4\tau}F'' .
\]

Equating them gives \(F''+2\eta F'=0\), hence \(F'\propto e^{-\eta^2}\). The limits \(F(-\infty)=1\) and \(F(\infty)=0\) fix

\[
c=\frac12\,\mathrm{erfc}\left(\frac{z}{2\sqrt{D_p\tau}}\right).
\]

At the end of the spike, \(\tau=t_{\rm eq}\) and

\[
L=\sqrt{D_pt_{\rm eq}}=\sqrt{5\times0.5676}\ \mathrm{nm}=1.68\ \mathrm{nm}.
\]

The 10 % level satisfies \(\mathrm{erf}\,\eta=0.8\), and the 90 % level lies at the opposite position. The width between them is

\[
w_{10-90}=4\,\mathrm{erf}^{-1}(0.8)\,L=6.1\ \mathrm{nm}.
\]

This profile assumes that each atom makes many migration steps, all short compared with \(L\). Boron in silicon moves in separate events, each of which can carry an atom over a distance of nanometres. If that distance is not small compared with \(L\), a noticeable share of the atoms has not moved at all, and the profile is no longer an error function. The width of 6.1 nm is then only a rough guide.

Within the diffusion equation, the replacement of the spike by one time was tested by solving it with the changing \(D(T(t))\), from 600 °C to the peak and back. On a 0.1 nm mesh the width was 6.108 nm, against 6.106 nm from the formula; refining the mesh from 0.2 to 0.1 nm had moved it by −0.004 nm. The largest profile difference was \(2.4\times10^{-5}\) of the step height. Using the first estimate of 0.603 s instead raised that difference to \(7.4\times10^{-3}\).

## A peak with a finite turn-around

A real wafer cannot switch instantly from heating to cooling. Suppose the rate changes linearly from \(+r_h\) to \(-r_c\) during a time \(w\), with the maximum temperature held at \(T_p\). The curvature is

\[
a=\frac{r_h+r_c}{w},\qquad T=T_p-\frac{at^2}{2}
\]

inside the rounded part. On the side with final rate \(r\), this part lasts \(r/a\) and ends \(r^2/(2a)\) below the peak. With \(D/D_p\approx e^{-\Delta/\theta}\), that side contributes

\[
t_r\approx\int_0^{r/a}e^{-at^2/(2\theta)}dt
+\frac\theta r e^{-r^2/(2a\theta)} .
\]

The second term is the remaining linear ramp, reduced by the fall already completed. Evaluating the Gaussian integral gives

\[
t_r\approx\sqrt{\frac{\pi\theta}{2a}}\,
\mathrm{erf}\left(\frac r{\sqrt{2a\theta}}\right)
+\frac\theta r e^{-r^2/(2a\theta)} .
\]

If \(r^2/(2a\theta)\ll1\), the first term tends to \(r/a\) and the second to \(\theta/r-r/(2a)\). Each side gains \(r/(2a)\). The total gain is \((r_h+r_c)/(2a)=w/2\): a short turn-around adds half its duration.

For \(w=0.2\) s, integration with the full Arrhenius law gives 0.663 s, 17 % above the sharp spike. The added 0.095 s is close to \(w/2\). For \(w=0.5\) s it gives 0.790 s, an increase of 39 %. The added 0.222 s is now further below \(w/2\), because the heating side falls by about \(\theta\) within the rounded part. The linearized formula gives 0.699 and 0.826 s, too long for the same reason as the first estimate.

## Comparison with a real anneal

The chosen peak and rates lie in the regime of lamp-heated spike anneals of silicon. The time spent within 50 K of the peak depends on the equipment; one to two seconds is a typical range. The sharp model spends 0.70 s there, and the model with a 0.5 s turn-around 0.95 s. Compared with an anneal in that range, the sharp model leaves the neighbourhood of the peak too soon. The residence time alone does not show whether a rounded peak or slower ramps near it account for the difference. When a measured temperature trace is available, neither has to be assumed: the integral for \(t_{\rm eq}\) can be applied to the trace itself.

The cooling rate also need not stay constant. For radiation to cold surroundings, with constant emissivity and heat capacity, \(dT/dt=-r_c(T/T_p)^4\). Now \(dt\) contains an additional factor \(s^4\), so the cooling contribution is

\[
\frac{T_p}{r_c}\int_0^\infty e^{-xu}(1+u)^2du
=\frac{T_p}{r_c}\left(\frac1x+\frac2{x^2}+\frac2{x^3}\right).
\]

This is 0.460 s instead of 0.405 s, and raises the total by 9.6 % to 0.622 s when the peak remains sharp.

An error in peak temperature has a similar size. If the wafer is 5 K hotter than intended, the equivalent time referred to 1050 °C becomes 0.642 s, an increase of 13 %; if it is 5 K colder, the time falls by 12 %. Changing \(E\) by 0.2 eV matters less: 3.3 eV gives 0.600 s and 3.7 eV gives 0.539 s. This last comparison concerns \(t_{\rm eq}\) alone. The broadening changes in the same proportion as \(\sqrt{t_{\rm eq}}\) only if \(D_p\) is held fixed.

## When doping or damage breaks the estimate

Boron is an acceptor. Let \(N\) be its concentration, with one hole supplied per atom, and let \(n_i\) be the intrinsic carrier density. Charge neutrality, \(p-n=N\), and \(pn=n_i^2\) give

\[
p=\frac N2+\sqrt{\frac{N^2}{4}+n_i^2}.
\]

If boron moves with positively charged defects, its diffusivity is multiplied by \(p/n_i\). The hole gradient also creates an electric field. For nondegenerate holes carrying no net current, this field is \((kT/q)\,d\ln p/dz\), where \(q\) is the elementary charge. It drives the negative acceptors down their own gradient, so their flux is

\[
-D\left(\frac{dN}{dz}+N\frac{d\ln p}{dz}\right)=-Dh\frac{dN}{dz},
\qquad h=1+N\frac{d\ln p}{dN}.
\]

Differentiating \(p\) gives \(dp/dN=p/\sqrt{N^2+4n_i^2}\), and therefore

\[
h=1+\frac N{\sqrt{N^2+4n_i^2}} .
\]

Take roughly \(n_i=10^{19}\ \mathrm{cm^{-3}}\) at the peak, varying as \(T^{3/2}e^{-0.6\,\mathrm{eV}/kT}\). At \(N=10^{18}\ \mathrm{cm^{-3}}\), averaging \((p/n_i)h\) over the spike with weight \(D\) gives 1.13. The corresponding length increases by 6 %. This uses the concentration of the doped side everywhere, so it is a rough upper size for a step that falls to zero. Local charge neutrality is also only approximate here. The screening length \(\sqrt{\varepsilon kT/(2q^2n_i)}\), with \(\varepsilon\) the permittivity of silicon, is about 2 nm at the peak, which is not small compared with the 6 nm width of the step. The field correction is therefore rough as well.

At \(N=10^{20}\ \mathrm{cm^{-3}}\), the factors at the peak are \(p/n_i=10.1\) and \(h=1.98\), with product 20. These values are rough, because the holes are no longer fully nondegenerate at this density. The average of the product over the spike is 25. Applied across the whole step, it would multiply the length by 5; a step that falls to zero broadens less, because the factor approaches one on the undoped side. The average exceeds the peak value because \(n_i\) falls on cooling, so \(p/n_i\) rises. For \(N\gg n_i\), where \(h\approx2\), the local activation energy is

\[
E-0.6\ \mathrm{eV}-\frac32kT_p\approx2.7\ \mathrm{eV}.
\]

Diffusion then extends further down the ramps. Since the factor also varies across the step, the profile is no longer an error function, and 0.57 s is no longer the right time. Where \(N\gg n_i\), however, the diffusivity is close to \(2N\,D(T)/n_i(T)\), which has the factorized form \(G(c)\,d(T)\). One time at \(T_p\), used with the concentration-dependent diffusivity, therefore still replaces the spike approximately. It is about \(0.568\ \mathrm s\times25/20\approx0.71\) s. The replacement is least accurate in the dilute tail, where \(N\) falls below \(n_i\) and the activation energy returns to \(E\).

Implant damage breaks the assumption that \(D\) depends on temperature alone. Excess interstitial atoms can speed boron diffusion while the wafer is still heating. In the undamaged model, heating below 1000 °C contributes 0.045 s. An enhancement by a factor \(S\) throughout that part would double the total if

\[
(S-1)\times0.0451\ \mathrm s=0.5676\ \mathrm s,
\]

which gives \(S=13.6\). The model does not predict \(S\), which depends on the implant and on how quickly the damage anneals. The value 0.57 s is thus an estimate for undamaged, lightly doped material with a sharp peak and linear ramps. The numerical output gives the separate contributions and corrections.

## Calculated quantities

```
peak temperature: 1323.15 K = 1050 C
start and end of ramps: 600 C
activation energy: 3.50 eV; k = 8.617333e-05 eV/K; kTp = 0.11402 eV
heating, cooling rate: 250, 100 K/s
x = E/kTp: 30.696; 2/x = 0.0652; 6/x^2 = 0.00637
temperature width theta = kTp^2/E: 43.10 K
1/r_heat + 1/r_cool: 0.0140 s/K
hand estimate theta*(sum of inverse rates): 0.6035 s
with factor 1-2/x (lower bound): 0.5641 s
with factor 1-2/x+6/x^2 (upper bound): 0.5680 s
closed form with E_2: 0.56756 s
time quadrature: 0.56756 s
hand estimate too long by: 6.3 %
heating part, cooling part: 0.1622, 0.4054 s
heating share, cooling share: 28.6, 71.4 %
share gathered within 50 K of peak: 72.2 %
share gathered within 100 K of peak: 93.0 %
clock time within 50 K of peak, sharp spike: 0.700 s
rough D at peak: 5.0e-14 cm2/s = 5.0 nm2/s
diffusion length sqrt(D t_eq): 1.685 nm
10-90 % step width, formula: 6.106 nm
10-90 % step width, diffusion solver: 6.108 nm
solver width shift, mesh 0.2 to 0.1 nm: -0.0038 nm
largest profile error with closed-form t_eq: 2.4e-05 of step
largest profile error with hand estimate: 7.4e-03 of step
turn-around 0.2 s: t_eq = 0.6627 s (+16.8 %)
  linearised formula 0.6986 s; within 50 K for 0.800 s
turn-around 0.5 s: t_eq = 0.7899 s (+39.2 %)
  linearised formula 0.8261 s; within 50 K for 0.950 s
radiative cooling: cooling part 0.4600 s, t_eq = 0.6222 s (+9.6 %)
peak 5 K hotter / colder: 0.6418 / 0.5015 s at 1050 C (+13.1 / -11.6 %)
E lower / higher by 0.2 eV: 0.5999 / 0.5386 s (+5.7 / -5.1 %)
hold of 10 s at start temperature adds: 1.3e-06 s
rough n_i at peak: 1e+19 cm^-3, its energy 0.6 eV
boron 1e+18 cm^-3: p/n_i = 1.051, field factor = 1.050 at peak
  mean factor on D over spike 1.132, on length 1.064
boron 1e+20 cm^-3: p/n_i = 10.099, field factor = 1.981 at peak
  mean factor on D over spike 25.189, on length 5.019
heating part below 1000 C: 0.0451 s
enhancement there that doubles t_eq: 13.6 times
```
